# Wigner Rotation from Two SL(2,C) Boosts, and Thomas Precession, part 1

(Sections cited here and not found follow in the second part.)

## Two perpendicular boosts

Units are chosen with $c=1$, so a speed is a fraction of the speed of light. A boost that gives a body at rest the speed $\beta$ is labelled by its rapidity $a$, where $\beta=\tanh a$. In the group SL(2,C) of complex $2\times2$ matrices with unit determinant, the boost along the unit vector $\mathbf m$ is

$$B(a\mathbf m)=e^{a\,\mathbf m\cdot\boldsymbol\sigma/2}=\cosh\frac a2+\sinh\frac a2\;\mathbf m\cdot\boldsymbol\sigma .$$

The $\sigma_i$ are the Pauli matrices. The second form follows from the power series: since $(\mathbf m\cdot\boldsymbol\sigma)^2=1$, the even powers add up to a cosine and the odd powers to a sine, both hyperbolic. A rotation by an angle $\varphi$ about the $z$ axis is $\cos(\varphi/2)-i\sin(\varphi/2)\,\sigma_z$. The next part checks that these matrices act on space and time as their names say.

Write $c_a=\cosh(a/2)$ and $s_a=\sinh(a/2)$, and likewise $c_b,s_b$ for a second rapidity $b$. Multiply a boost along $x$ by a boost along $y$, using $\sigma_x\sigma_y=i\sigma_z$:

$$M=(c_a+s_a\sigma_x)(c_b+s_b\sigma_y)=c_ac_b+s_ac_b\,\sigma_x+c_as_b\,\sigma_y+i\,s_as_b\,\sigma_z .$$

A pure boost is a Hermitian matrix. The last term is anti-Hermitian, so $M$ is not a pure boost. The remedy is to split off a rotation about $z$. Multiply $M$ from the right by the inverse rotation, $\cos(\varphi/2)+i\sin(\varphi/2)\sigma_z$, and ask for a Hermitian result.

- The terms in $\sigma_x$ and $\sigma_y$ stay Hermitian, because $i\sigma_x\sigma_z=\sigma_y$ and $i\sigma_y\sigma_z=-\sigma_x$.
- The first and last terms of $M$ give the real number $c_ac_b\cos(\varphi/2)-s_as_b\sin(\varphi/2)$ and the anti-Hermitian remainder $i\,[c_ac_b\sin(\varphi/2)+s_as_b\cos(\varphi/2)]\,\sigma_z$.

The remainder vanishes when

$$\tan\frac\varphi2=-\tanh\frac a2\,\tanh\frac b2 .$$

Two perpendicular boosts therefore amount to one boost and a rotation. The minus sign says that the rotation runs from $y$ towards $x$, that is, about $-z$. Its source is the product $\sigma_x\sigma_y=i\sigma_z$: boosts along different lines do not commute, and what they leave over is a rotation.

## How the matrices act

An event $(t,\mathbf x)$ is written as the Hermitian matrix $X=t+\mathbf x\cdot\boldsymbol\sigma$, whose determinant is $t^2-\mathbf x^2$. A matrix $M$ of SL(2,C) acts by

$$X\to MXM^\dagger .$$

The result is again Hermitian, and its determinant is unchanged because $\det M=1$. The action is thus a Lorentz transformation.

All products below follow from one identity. The Pauli matrices square to one, anticommute in pairs, and obey $\sigma_x\sigma_y=i\sigma_z$ with its cyclic partners. Hence, for any vectors $\mathbf p,\mathbf q$,

$$(\mathbf p\cdot\boldsymbol\sigma)(\mathbf q\cdot\boldsymbol\sigma)=\mathbf p\cdot\mathbf q+i(\mathbf p\times\mathbf q)\cdot\boldsymbol\sigma .\tag{1}$$

For the boost, split $\mathbf x$ into $x_\parallel\mathbf m$ and a perpendicular part $\mathbf x_\perp$. The matrix $\mathbf m\cdot\boldsymbol\sigma$ commutes with $B$, and $B^2=\cosh a+\sinh a\,\mathbf m\cdot\boldsymbol\sigma$, so

$$B(t+x_\parallel\mathbf m\cdot\boldsymbol\sigma)B=(t\cosh a+x_\parallel\sinh a)+(x_\parallel\cosh a+t\sinh a)\,\mathbf m\cdot\boldsymbol\sigma .$$

By (1), $\mathbf x_\perp\cdot\boldsymbol\sigma$ anticommutes with $\mathbf m\cdot\boldsymbol\sigma$. Moving it through $B$ changes $B$ into $B^{-1}$, which gives

$$B\,(\mathbf x_\perp\cdot\boldsymbol\sigma)\,B=\mathbf x_\perp\cdot\boldsymbol\sigma .\tag{2}$$

A body at rest at the origin, with $\mathbf x=0$, is carried to $\mathbf x=t'\tanh a\,\mathbf m$, where $t'$ is the new time. The boost is active and points along $+\mathbf m$.

For the rotation $U=\cos(w/2)-i\sin(w/2)\,\mathbf k\cdot\boldsymbol\sigma$ with unit axis $\mathbf k$, take $w$ small. To first order,

$$U(\mathbf x\cdot\boldsymbol\sigma)U^\dagger=\mathbf x\cdot\boldsymbol\sigma-\frac{iw}2[\mathbf k\cdot\boldsymbol\sigma,\mathbf x\cdot\boldsymbol\sigma]=(\mathbf x+w\,\mathbf k\times\mathbf x)\cdot\boldsymbol\sigma ,$$

since the commutator is $2i(\mathbf k\times\mathbf x)\cdot\boldsymbol\sigma$ by (1). This is a right-handed active rotation, and a finite angle is built up from many small ones about the same axis.

## The product of two general boosts

Let $\mathbf m$ and $\mathbf n$ be unit vectors with angle $\theta$ between them, $0\le\theta\le\pi$, and let $a,b>0$. In

$$M=B(a\mathbf m)B(b\mathbf n)$$

the right-hand factor acts first. One can read $M$ as follows. A frame moves through the laboratory with velocity $\tanh a\,\mathbf m$, its axes being those of the laboratory carried along by a pure boost. In that frame a body moves with velocity $\tanh b\,\mathbf n$. The components of $\mathbf n$ refer to the axes of the moving frame, and $\theta$ is computed from these components.

Multiplying out with (1) gives

$$M=A+\mathbf V\cdot\boldsymbol\sigma+i\,s_as_b(\mathbf m\times\mathbf n)\cdot\boldsymbol\sigma,\tag{3}$$

$$A=c_ac_b+s_as_b\cos\theta,\qquad \mathbf V=s_ac_b\,\mathbf m+c_as_b\,\mathbf n .$$

## The polar form exists and is unique

We want $M=PU$, where $P$ is a pure boost and $U$ a rotation. If such a form exists, then $MM^\dagger=PUU^\dagger P=P^2$. This fixes $P$, as follows.

The matrix $MM^\dagger$ is Hermitian. It is positive, because $\chi^\dagger MM^\dagger\chi=|M^\dagger\chi|^2>0$ for every spinor $\chi\neq0$, $M$ being invertible. Its determinant is $|\det M|^2=1$, so its eigenvalues can be called $e^{r}$ and $e^{-r}$ with $r\ge0$. A Hermitian $2\times2$ matrix $h_0+\mathbf h\cdot\boldsymbol\sigma$ has eigenvalues $h_0\pm|\mathbf h|$. Hence $h_0=\cosh r$ and $|\mathbf h|=\sinh r$, and with a unit vector $\mathbf e$ along $\mathbf h$

$$MM^\dagger=\cosh r+\sinh r\;\mathbf e\cdot\boldsymbol\sigma=B(r\mathbf e)^2 .\tag{4}$$

A boost has the positive eigenvalues $e^{\pm r/2}$, and a positive matrix has one positive square root: the root shares the eigenvectors of the matrix, and its eigenvalues are the positive roots. So $P=B(r\mathbf e)$.

Now define $U=P^{-1}M$. It is unitary, since $UU^\dagger=P^{-1}MM^\dagger P^{-1}=1$, and it has unit determinant. To see that it is a rotation, write $U=u_0+\mathbf u\cdot\boldsymbol\sigma$ with complex coefficients. From $(u_0+\mathbf u\cdot\boldsymbol\sigma)(u_0-\mathbf u\cdot\boldsymbol\sigma)=u_0^2-\mathbf u\cdot\mathbf u=\det U=1$ the inverse is $u_0-\mathbf u\cdot\boldsymbol\sigma$. It must equal $U^\dagger=u_0^*+\mathbf u^*\cdot\boldsymbol\sigma$. Thus $u_0$ is real and $\mathbf u$ is imaginary, with $u_0^2+|\mathbf u|^2=1$, which is the form $\cos(w/2)-i\sin(w/2)\,\mathbf k\cdot\boldsymbol\sigma$.

## Reading off the angle

Put $C=\cosh(r/2)$ and $S=\sinh(r/2)$, and expand $B(r\mathbf e)U$ with (1):

$$\begin{aligned}B(r\mathbf e)U={}&C\cos\tfrac w2-iS\sin\tfrac w2\;\mathbf e\cdot\mathbf k\\&+\left[S\cos\tfrac w2\,\mathbf e+S\sin\tfrac w2\,\mathbf e\times\mathbf k-iC\sin\tfrac w2\,\mathbf k\right]\cdot\boldsymbol\sigma .\end{aligned}$$

The unit matrix and the three Pauli matrices are linearly independent, so the coefficients must agree with those of (3), real and imaginary parts separately:

$$C\cos\tfrac w2=A,\qquad C\sin\tfrac w2\,\mathbf k=-s_as_b\,\mathbf m\times\mathbf n,\qquad S\sin\tfrac w2\,\mathbf e\cdot\mathbf k=0 .\tag{5}$$

Here $A>0$, because $c_ac_b>s_as_b$. We may take $\sin(w/2)\ge0$, since reversing both $\mathbf k$ and $w$ leaves $U$ unchanged. Then $0\le w<\pi$, and for $0<\theta<\pi$ the axis is

$$\mathbf k=\frac{\mathbf n\times\mathbf m}{\sin\theta}.$$

Dividing the length of the second equation in (5) by the first, and then numerator and denominator by $s_as_b$, gives the Thomas–Wigner angle:

$$\boxed{\tan\frac w2=\frac{s_as_b\sin\theta}{c_ac_b+s_as_b\cos\theta}=\frac{\sin\theta}{\cos\theta+\coth\frac a2\coth\frac b2}}\tag{6}$$

For $\theta=90^\circ$ this is the opening case. For collinear boosts, $\theta=0$ or $\pi$, the angle is zero and no axis is defined.

Numerical polar decomposition of $4\times4$ Lorentz matrices, for 200 random pairs of boosts, gave rotation vectors that differ from $w\mathbf k$ by less than $10^{-14}$ rad.

## The resultant boost and the order of the factors

Squaring and adding the first two equations of (5) gives

$$C^2=c_a^2c_b^2+s_a^2s_b^2+2c_as_ac_bs_b\cos\theta .$$

Use $2c_a^2=\cosh a+1$, $2s_a^2=\cosh a-1$ and $2c_as_a=\sinh a$, and the same for $b$. Then $2c_a^2c_b^2+2s_a^2s_b^2=\cosh a\cosh b+1$, and $\cosh r=2C^2-1$ becomes

$$\cosh r=\cosh a\cosh b+\sinh a\sinh b\cos\theta .\tag{7}$$

The reversed product is $B(b\mathbf n)B(a\mathbf m)=M^\dagger$, because each boost is Hermitian. Its polar form is

$$M^\dagger=U^\dagger B(r\mathbf e)=\left[U^\dagger B(r\mathbf e)U\right]U^\dagger=B(r\mathbf e')U^\dagger ,$$

where $\mathbf e'$ is $\mathbf e$ turned by $-w$ about $\mathbf k$. For $0<\theta<\pi$ we have $w\neq0$, and $r\neq0$ since $\mathbf V\ne0$; the last equation in (5) then says that $\mathbf e$ is perpendicular to $\mathbf k$. The two orders thus give resultant velocities of equal size whose directions differ by the angle $w$. The Wigner rotation can be seen in velocities alone.

## Limits and the largest angle

For small rapidities $\coth(a/2)\approx2/a$, and (6) gives $w\approx\tfrac12ab\sin\theta$. The rotation is of second order in the speeds. With $c$ restored it is proportional to $1/c^2$, so it vanishes in the Newtonian limit $c\to\infty$.

When both speeds approach that of light at fixed $\theta<\pi$, both hyperbolic cotangents tend to one. Then $\tan(w/2)\to\sin\theta/(1+\cos\theta)=\tan(\theta/2)$, so $w\to\theta$.

At fixed speeds put $K=\coth(a/2)\coth(b/2)>1$. The derivative of (6) with respect to $\theta$ is

$$\frac{\cos\theta\,(K+\cos\theta)+\sin^2\theta}{(K+\cos\theta)^2}=\frac{1+K\cos\theta}{(K+\cos\theta)^2}.$$

It changes from positive to negative at $\cos\theta=-1/K$. There $\sin\theta=\sqrt{K^2-1}/K$ and $K+\cos\theta=(K^2-1)/K$, so $\tan(w/2)=1/\sqrt{K^2-1}$, which is the same as $\sin(w/2)=1/K$.

## Numbers for two boosts

Take speeds $0.6$ and $0.8$ at $\theta=60^\circ$, with $\mathbf m$ along $x$ and $\mathbf n$ in the $xy$ plane. The Lorentz factors $\gamma=\cosh a$ are $1.25$ and $1.6667$. The half rapidities follow from

$$\tanh\frac a2=\frac{2s_ac_a}{2c_a^2}=\frac{\sinh a}{\cosh a+1}=\frac{\gamma\beta}{\gamma+1},\tag{8}$$

which gives $0.75/2.25=1/3$ for the first boost and $1/2$ for the second. Hence $K=3\times2=6$ and

$$\tan\frac w2=\frac{0.8660}{0.5+6}=0.1332,\qquad w=0.2649\ \text{rad}=15.18^\circ .$$

The axis is $-z$.

By (7) the resultant Lorentz factor is $1.25\times1.6667\times(1+0.6\times0.8\times0.5)=2.583$, which means a speed of $0.922$. For the direction, apply the first boost to the four-velocity of the body. Its component along $x$ is proportional to $\gamma_1(\beta_1+\beta_2\cos\theta)=1.25$ and its component along $y$ to $\beta_2\sin\theta=0.6928$, with the common factor $\gamma_2$ left out. The direction is $29.00^\circ$ from $x$. With the boosts in reversed order it is $44.18^\circ$. The difference is $15.18^\circ$, equal to $w$.

The largest rotation that these two speeds allow has $\sin(w/2)=1/6$, or $w=19.19^\circ$. It occurs at $\cos\theta=-1/6$, that is, at $\theta=99.59^\circ$.

# Second half: Thomas precession

## What is carried over

The boost $B(a\mathbf m)=\cosh(a/2)+\sinh(a/2)\,\mathbf m\cdot\boldsymbol\sigma$ gives a body at rest the velocity $\boldsymbol\beta=\tanh a\,\mathbf m$, in units with $c=1$, and $\gamma=\cosh a$. Matrices act on $X=t+\mathbf x\cdot\boldsymbol\sigma$ by $X\to MXM^\dagger$. A product of boosts has a unique polar form

$$B(a\mathbf m)B(b\mathbf n)=B(r\mathbf e)\,U(w\mathbf k),$$

where $U(w\mathbf k)=\cos(w/2)-i\sin(w/2)\,\mathbf k\cdot\boldsymbol\sigma$ is a right-handed rotation about $\mathbf k=\mathbf n\times\mathbf m/\sin\theta$, and

$$\tan\frac w2=\frac{\sin\theta}{\cos\theta+\coth\frac a2\coth\frac b2}.$$

Also needed are $\tanh(a/2)=\gamma\beta/(\gamma+1)$ and the rule (2), that $B\,(\mathbf x_\perp\cdot\boldsymbol\sigma)\,B=\mathbf x_\perp\cdot\boldsymbol\sigma$ for $\mathbf x_\perp$ perpendicular to $\mathbf m$.

## A small second boost

An accelerated body receives a small boost at each moment, on top of the velocity it already has. So let $b$ be small, and write $T=\tanh(a/2)$. Multiplying numerator and denominator of the angle formula by $T\tanh(b/2)$ gives

$$\tan\frac w2=\frac{T\tanh\frac b2\,\sin\theta}{1+T\tanh\frac b2\,\cos\theta}.$$

With $\tanh(b/2)=b/2+O(b^3)$ this becomes

$$w=b\,T\sin\theta\left[1-\tfrac12\,b\,T\cos\theta+O(b^2)\right].\tag{9}$$

Write $d\boldsymbol\xi=b\,\mathbf n$ for the small rapidity vector. The factor $\sin\theta$ and the axis $\mathbf k$ combine into a cross product, and to first order

$$d\mathbf w=w\,\mathbf k=\tanh\frac a2\;d\boldsymbol\xi\times\mathbf m .\tag{10}$$

Take the first boost with speed $0.6$ and $\theta=60^\circ$. The limit of $w/b$ is $\tfrac13\times0.8660=0.28868$. Numerical decomposition gives $0.28603$, $0.28843$ and $0.28865$ for $b=0.1$, $0.01$ and $0.001$. The distance from the limit shrinks about tenfold at each step, as the linear correction in (9) requires. The values lie below the limit because $\cos\theta>0$ here.

Two boosts in different directions amount to one boost and a rotation, and for a small second boost (10) gives that rotation in terms of the rapidity gained in the moving frame. It remains to express it through the velocity change seen in the laboratory and to show that a spin free of torque precesses accordingly.
